\section*{Can the Miller switching factor of coupled wires exceed two?}

\section*{Question}

I am estimating the delay of a wire that runs beside another wire. To avoid simulating both, I replace the coupling capacitor $C_c$ by a grounded capacitor $kC_c$. With a quiet neighbour I use $k=1$. If the neighbour switches the other way I use $k=2$, because the voltage across $C_c$ then changes by twice the supply. I have taken two as the ceiling: neither wire can move by more than the supply.

But my delay is measured at half-supply, and the neighbour has a stronger driver than my wire. It can finish falling while my wire is still on its way from zero to half-supply. Is two still the worst case? If not, what is the right factor, and can I trust it for delay?

\section*{Answer}

Two is not the ceiling here. Your argument takes the voltage changes over the whole transition, whereas your delay ends halfway through the victim's transition. The factor must be computed over the interval in which the delay is measured.

\subsection*{The charge that the driver must supply}

Call your wire the victim, with voltage $v$, and its neighbour the aggressor, with voltage $V_a$. The supply is $V$. Let $C_g$ be the victim's capacitance to everything that stays at a fixed voltage. I treat each wire as a single node and the capacitors as linear.

The charge on the victim's side of the coupling capacitor is $C_c(v-V_a)$. Between the start of the victim's transition and its threshold crossing, this charge changes by
\begin{equation}
Q_c=C_c(\Delta v-\Delta V_a).
\end{equation}
A grounded capacitor $kC_c$ would take the charge $kC_c\,\Delta v$ over the same interval. Equating the two and dividing by $C_c\,\Delta v$ gives
\begin{equation}
k=1-\frac{\Delta V_a}{\Delta v}.
\label{eq:k}
\end{equation}
In your case $\Delta v=+V/2$ and $\Delta V_a=-V$, so
\begin{equation}
k=1-\frac{-V}{V/2}=1+2=3 .
\end{equation}
The voltage across $C_c$ changes by $3V/2$, which is less than $2V$. The factor is nevertheless three, because this change is compared with a victim swing of only $V/2$.

\subsection*{Where two comes from}

Suppose the edges are mirror images, so that the aggressor falls as fast as the victim rises. Then $\Delta V_a=-\Delta v$ at every instant, and $k=2$ for any threshold. When the victim reaches half-supply, the aggressor has completed only half of its fall.

Two is also correct for the victim's whole swing, even with a fast aggressor. In the first half of the victim's rise the coupling capacitor takes $3C_cV/2$. In the second half the aggressor is at rest, the factor is one, and the capacitor takes $C_cV/2$. The sum is $2C_cV$, which is a factor of two for a swing of $V$.

More generally, let the aggressor have completed a fraction $f$ of its opposing swing when the victim reaches $\theta V$. Then $\Delta V_a=-fV$, $\Delta v=\theta V$, and
\begin{equation}
k=1+\frac{f}{\theta}.
\end{equation}
Three is thus the largest charge factor for an aggressor that stays between the rails and a threshold of half-supply. It is not a universal limit: a threshold of $0.4V$ gives $k=1+1/0.4=3.5$, and an aggressor that is still below its lower rail when the victim crosses the threshold also raises the factor.

The timing matters too. If the aggressor finishes before the victim starts, then $\Delta V_a=0$ within the interval and $k=1$. The delay is the quiet one, however, only if the victim has also returned to ground by then. A sudden fall just before the start leaves the victim at $-C_cV/(C_g+C_c)$, and its driver must still replace the charge $C_cV$. With a constant driver current, the delay is then the same as for $k=3$. If the aggressor starts after the victim has crossed the threshold, it does not delay that first crossing, though it may push the victim back below the threshold. The delays below are measured to the first crossing; I return to the last crossing at the end.

For a full swing in the same direction, $\Delta V_a=+V$ and $k=1-2=-1$. The driver then supplies $(C_g-C_c)V/2$ in total. A driver that only charges the victim must supply a positive amount, so this case requires $C_g>C_c$. Otherwise the coupling lifts the victim past half-supply before the aggressor has finished.

\subsection*{From charge to delay}

Let the victim's driver switch on fully at $t=0$. If it delivers a constant current $I$, the delay $T$ follows from the total charge:
\begin{equation}
IT=(C_g+kC_c)\frac V2
\quad\Longrightarrow\quad
T=\frac{(C_g+kC_c)V}{2I}.
\label{eq:T}
\end{equation}
The shape of the aggressor's edge drops out, provided the edge lies inside the interval. For this driver, three is also the right factor for delay.

A real driver's current depends on the victim's voltage. Write it as $I(v)>0$, and let $a$ be the completed fraction of the aggressor's fall, so that $V_a=V(1-a)$ and $dV_a=-V\,da$. With $C_t=C_g+C_c$, the charge supplied in a time $dt$ is
\begin{align}
I(v)\,dt&=C_g\,dv+C_c(dv-dV_a)\nonumber\\
&=C_t\,dv+C_cV\,da .
\label{eq:balance}
\end{align}
Divide by $I(v)$ and integrate up to the crossing. The integral of $C_t\,dv/I(v)$ depends only on its end points, even if the victim dips on the way. It therefore equals the delay $T_q$ with a quiet aggressor, and
\begin{equation}
T=T_q+C_cV\left\langle\frac1I\right\rangle,
\qquad
\left\langle\frac1I\right\rangle=\int_0^1\frac{da}{I(v)} .
\label{eq:Tgen}
\end{equation}

For a grounded load the delay is proportional to the capacitance. The factor $k_d$ that reproduces the delay is therefore defined by
\begin{equation}
\frac{T}{T_q}=\frac{C_g+k_dC_c}{C_t}=1+(k_d-1)\frac{C_c}{C_t}.
\end{equation}
Solving for $k_d$ and inserting Eq.~\eqref{eq:Tgen} gives
\begin{equation}
k_d=1+\frac{C_t}{C_c}\,\frac{T-T_q}{T_q}
=1+\frac{C_tV}{T_q}\left\langle\frac1I\right\rangle
=1+2I_m\left\langle\frac1I\right\rangle,
\label{eq:kd}
\end{equation}
where $I_m=C_tV/(2T_q)$ is the mean driver current of the quiet transition. A constant current gives $k_d=3$ again. In general, $k_d$ depends on how strong the driver is at the moment the aggressor moves.

There is an upper limit if the driver's current does not increase with $v$ and the aggressor falls without reversing. Before the crossing $v\le V/2$, so $I(v)\ge I(V/2)$ and
\begin{equation}
k_d\le1+\frac{2I_m}{I(V/2)} .
\label{eq:bound}
\end{equation}

\subsection*{A resistive driver can exceed three}

Take $I(v)=(V-v)/R$. The quiet delay is $T_q=RC_t\ln2$, so $I_m=V/(2R\ln2)$. Since $I(V/2)=V/(2R)$, the limit in Eq.~\eqref{eq:bound} is $1+2/\ln2\approx3.885$.

Now let the aggressor fall in a sudden step when the victim is at $v_0$. The driver supplies negligible charge during the step, so Eq.~\eqref{eq:balance} gives $C_t\,dv=-C_cV\,da$. With $x=C_c/C_t$ this means $v=v_0-xVa$, and
\begin{equation}
\left\langle\frac1I\right\rangle
=\int_0^1\frac{R\,da}{V-v_0+xVa}
=\frac{R}{xV}\ln\!\left(1+\frac{xV}{V-v_0}\right).
\end{equation}
Multiplying by $2I_m=V/(R\ln2)$ and adding one gives
\begin{equation}
k_d=1+\frac{1}{x\ln2}\ln\!\left(1+\frac{xV}{V-v_0}\right).
\end{equation}
A step at the start has $v_0=0$ and the logarithm $\ln(1+x)$. A step just before the crossing has $v_0\to V/2$ and the logarithm $\ln(1+2x)$. For $x=0.3$ the two factors are 2.26 and 3.26. The late step costs more because the driver must replace the lost charge with a smaller current.

A slower edge can be worse still. Suppose the aggressor starts to fall when the victim is just below half-supply, at the rate that holds the victim there. Nearly all the coupling charge is then delivered at a current close to $I(V/2)$, and $k_d$ approaches the limit. Numerical integration of such an edge gave 3.88.

\subsection*{A worked example}

Consider a copper wire $100\ \mu\mathrm{m}$ long, with $V=0.8$ V and a constant driver current of 0.2 mA. Its capacitance is $0.08\ \mathrm{fF}/\mu\mathrm{m}$ to ground and $0.06\ \mathrm{fF}/\mu\mathrm{m}$ to each of two neighbours. One neighbour is quiet and counts as ground, so $C_g=8+6=14$ fF and $C_c=6$ fF.

In Eq.~\eqref{eq:T}, $V/(2I)=0.4/0.2=2$ ps per fF. With the driver current held fixed, the delays are
\begin{align}
k=1:&\quad T=2\,(14+6)=40\ \mathrm{ps},\nonumber\\
k=2:&\quad T=2\,(14+12)=52\ \mathrm{ps},\nonumber\\
k=3:&\quad T=2\,(14+18)=64\ \mathrm{ps}.
\end{align}

You can confirm the last value by following the victim in time. Let the aggressor fall linearly in 20 ps, starting at 10 ps. By then the victim has risen to $0.2\times10/20=0.10$ V. During the fall, the term $C_cV\,da/dt$ from Eq.~\eqref{eq:balance} is $6\times0.8/20=0.24$ mA, more than the driver supplies. With $C_t=20$ fF, the victim therefore changes by $(0.20-0.24)\times20/20=-0.04$ V, to 0.06 V. The remaining 0.34 V takes $0.34\times20/0.2=34$ ps, and $10+20+34=64$ ps.

The charge agrees. The driver supplies $0.2\times64=12.8$ fC, of which $14\times0.4=5.6$ fC goes into $C_g$. The remaining 7.2 fC goes into the coupling capacitor, and $7.2/(6\times0.4)=3$.

If both neighbours oppose the victim, $C_g=8$ fF and $C_c=12$ fF. The delay is $2\,(8+36)=88$ ps, whereas $k=2$ would predict $2\,(8+24)=64$ ps.

\subsection*{How far to trust it on a real chip}

These parameters are rough typical values for a semi-global layer, with wires 100 nm wide, 200 nm thick and 100 nm apart. The delay factor of three also rests on a constant-current driver and an ideal aggressor. I changed these two assumptions one at a time:
\begin{itemize}
\item A model driver with $I\propto\tanh[(V-v)/0.25\ \mathrm{V}]$, set to 0.2 mA at half-supply, gives $k_d=2.97$ for the 20 ps edge above. Its limit from Eq.~\eqref{eq:bound} is 3.12. Both numbers depend on the shape of the current law: an exponential saturation with the same scale gives about 2.9 and 3.25. A $2\ \mathrm{k}\Omega$ resistive driver gives 2.95 for the same edge.
\item If the aggressor has the same $C_g$ as the victim (a more heavily loaded one falls less far) and is driven through $0.5\ \mathrm{k}\Omega$ by a source that steps to zero at 5 ps, it has fallen by 0.769 V at the crossing, not 0.8 V. Equation~\eqref{eq:k} then gives $k=1+0.769/0.4=2.92$. Most of the shortfall arises because the rising victim pushes current through the aggressor's driver: $6\ \mathrm{fF}\times0.01\ \mathrm{V/ps}\times0.5\ \mathrm{k}\Omega=0.03$ V.
\end{itemize}

Several other omissions are small for this wire with the constant-current driver. The wire's resistance, about $150\ \Omega$, raises the opposed delay at the far end by less than 0.5 ps, and heating the wire by 80 K adds less than 0.1 ps more. Both figures are larger for a resistive driver, and neither includes the change of the driver's own current with temperature. A receiver of 1 fF adds 2 ps. The flight time along the wire is about 0.6 ps, so treating the wire as a node without inductance is reasonable. A much longer or thinner wire would need a distributed model. The numerical output lists these values.

For the delay to the first crossing of half-supply, with a victim driver that is fully on well before that crossing, use $k=3$ if the aggressor can complete its fall inside the victim's delay interval, or shortly before it, and the victim's driver is close to a current source. If its current drops appreciably as the victim rises, use Eq.~\eqref{eq:bound} as the safe value, with $I_m$ taken from the fully-on current, that is from $T_q=C_t\int_0^{V/2}dv/I(v)$. A quiet delay measured with a finite input edge also contains the turn-on time, which lowers $I_m$ and makes the limit too small. For the $2\ \mathrm{k}\Omega$ driver turning on linearly in 15 ps, the quiet delay from the start of the ramp gives a limit of 3.27, while the worst edge still needs about 3.9. The derivation does not cover a driver whose input is still changing at the crossing, so neither value is guaranteed there.

Nor does the limit cover the last crossing, which a late-arrival check may need. An aggressor that falls after the first crossing can pull the victim back below half-supply, and a resistive driver must then replace the lost charge with a still smaller current. For $x=0.3$, a step when the victim is just below 80\% of the supply ($v_0=0.8V$) does this, and the step formula above gives a factor of about 5.4. Simulate such cases. Keep $k=2$ for edges that mirror each other, or for the charge of the complete transition.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Supply: 0.8 V
Victim driver current: 0.2 mA
Wire length: 100 um
Wire width: 100 nm
Wire thickness: 200 nm
Wire spacing: 100 nm
Ground capacitance per length: 0.08 fF/um
Coupling per length, each side: 0.06 fF/um
Parallel-plate part of coupling: 0.053 fF/um
Cg incl. quiet neighbour: 14.0 fF
Cc to switching neighbour: 6.0 fF
Aggressor edge start: 10 ps
Aggressor edge duration: 20 ps
Victim at edge start: 0.100 V
Victim at edge end: 0.060 V
Driver charge to half-supply: 12.80 fC
Charge into Cg: 5.60 fC
Charge into Cc: 7.20 fC
k, full opposing swing: 3.000
k, mirror-image edges: 2.000
k, full helping swing: -1.000
k, opposing, threshold 0.4 of supply: 3.500
k over whole victim swing: 2.000
Delay, quiet aggressor: 40.0 ps
Delay, mirror-image edges: 52.0 ps
Delay, full opposing swing: 64.0 ps
Delay, full helping swing: 16.0 ps
Delay, both neighbours quiet: 40.0 ps
Delay, both neighbours opposing: 88.0 ps
Resistive driver: 2.0 kOhm
Resistive: quiet delay: 27.73 ps
Resistive: k_delay, example edge: 2.949
Resistive: k_delay, step at zero: 2.262
Resistive: k_delay, late step: 3.260
Resistive: k_delay, holding edge: 3.880
Resistive: upper limit of k_delay: 3.885
Saturating: voltage scale: 0.25 V
Saturating: k_delay, example edge: 2.965
Saturating: upper limit of k_delay: 3.117
Aggressor driver resistance: 0.5 kOhm
Aggressor change with that driver: -0.769 V
k with that driver: 2.922
Copper resistivity, thin wire: 3.0 uOhm cm
Wire resistance: 150 Ohm
Wire resistance, 80 K hotter: 177 Ohm
Opposed delay with wire resistance: 64.46 ps
Same, 80 K hotter: 64.54 ps
Added delay of 1 fF receiver, quiet: 2.0 ps
Flight time along wire: 0.58 ps
Victim minimum, step at zero: -0.24 V
Field between wires at full supply: 0.08 MV/cm
Current density at driver end: 1.00 MA/cm2
\end{verbatim}
